# Finite-size energy of a charge in a periodic Keldysh sheet: verification in Python

```python
"""
Finite-size energy of a charge q in a square-periodic polarizable sheet.

Result under test (Gaussian units, energy divided by q^2):
  dE = -c1/L + pi*r0/L^2 - (S3/2)*r0^2/L^3 + (9/2)*S5*r0^4/L^5 + ...
L: cell side; r0: screening length; dE: periodic minus isolated energy.
Interaction in the sheet: V(k) = 2*pi/(k*(1+r0*k)).
c1: square-lattice constant for r0=0; Sp: sum of |n|^(-p), n nonzero.
The neutralizing background lies in the sheet; the normal is not periodic.
An anisotropic sheet has r(angle) = r_mean + delta*cos(2*angle), which
keeps pi*r_mean/L^2 and adds -36*r_mean*delta^2*Z4/L^4, where Zp is the
sum of cos(4*angle)/|n|^p over nonzero lattice vectors.
A general kernel is written V(k) = 2*pi*response(k, angle)/k.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erfc, struve, y0

PI = np.pi

# Nonzero integer vectors for reciprocal and direct lattice sums.
axis = np.arange(-210, 211)
nx, ny = np.meshgrid(axis, axis, indexing="ij")
keep = (nx != 0) | (ny != 0)
nx, ny = nx[keep], ny[keep]
n_squared = nx**2 + ny**2
n_radius = np.sqrt(n_squared)
n_angle = np.arctan2(ny, nx)

# Panel quadrature for the isolated-charge integral, in units of 1/L.
nodes, node_weights = np.polynomial.legendre.leggauss(60)
edges = np.array([0, 0.5, 2, 8, 30, 100, 300, 700, 1300], float)
half = np.diff(edges) / 2
middle = (edges[1:] + edges[:-1]) / 2
k_scaled = (middle[:, None] + half[:, None] * nodes).ravel()
k_weights = (half[:, None] * node_weights).ravel()


def finite_size(cell, response, angles=np.zeros(1)):
    """Lattice sum minus integral, extrapolated to zero smearing."""
    g = 2 * PI * n_radius / cell
    lattice_part = response(g, n_angle) / g
    k = k_scaled / cell
    isolated_part = np.mean(response(k[:, None], angles[None, :]), axis=1)
    values = []
    for eta in (1e-4, 5e-5, 2.5e-5):
        lattice = 2 * PI / cell**2 * np.sum(
            lattice_part * np.exp(-eta * (2 * PI * n_radius)**2))
        isolated = np.sum(k_weights / cell * isolated_part
                          * np.exp(-eta * k_scaled**2))
        values.append(0.5 * (lattice - isolated))
    first = 2 * values[1] - values[0]
    second = 2 * values[2] - values[1]
    return (4 * second - first) / 3


def bare(k, angle):
    return np.ones_like(k)


def keldysh(r0):
    return lambda k, angle: 1 / (1 + r0 * k)


def anisotropic(rx, ry):
    return lambda k, angle: 1 / (
        1 + k * (rx * np.cos(angle)**2 + ry * np.sin(angle)**2))


def raised(r0, height):
    """Charge above the sheet; its interaction with its own copies."""
    return lambda k, angle: (
        1 - r0 * k / (1 + r0 * k) * np.exp(-2 * k * height))


def slab(r0, thickness):
    """Charge in the middle of a dielectric slab with matched r0."""
    a = 2 * r0 / thickness
    eps = (a + np.sqrt(a * a + 4)) / 2
    p = (eps - 1) / (eps + 1)
    return lambda k, angle: (
        (1 + p * np.exp(-k * thickness))
        / (1 - p * np.exp(-k * thickness)) / eps)


# Lattice constants from convergent sums.
c1 = 2 - np.sum(erfc(np.sqrt(PI) * n_radius) / n_radius)
limit = 1500
ix, iy = np.meshgrid(np.arange(1, limit + 1), np.arange(limit + 1))
quadrant = (ix**2 + iy**2).astype(float)
quadrant = quadrant[quadrant <= limit**2]
S3 = 4 * np.sum(quadrant**-1.5) + 2 * PI / limit
S5 = 4 * np.sum(quadrant**-2.5) + 2 * PI / (3 * limit**3)
disc = n_squared <= 200**2
Z3 = np.sum(np.cos(4 * n_angle[disc]) / n_radius[disc]**3)
Z4 = np.sum(np.cos(4 * n_angle[disc]) / n_radius[disc]**4)
eps_sum = 0.1
C_log = (np.sum(np.exp(-eps_sum * n_squared) / n_squared)
         + PI * np.log(eps_sum) + PI * np.euler_gamma - eps_sum)

# Unscreened lattice constant: direct definition against Ewald form.
bare_energy = finite_size(1.0, bare)
assert abs(bare_energy + c1) < 1e-8


def first_coefficient(kernel_of_scale, angles=np.zeros(1)):
    """
    Slope of the cell energy when all microscopic lengths grow from 0.
    Three scales remove the next two powers of the scale.
    """
    x = 0.004
    slopes = [(finite_size(1.0, kernel_of_scale(s), angles)
               - bare_energy) / s for s in (x, x / 2, x / 4)]
    coarse = 2 * slopes[1] - slopes[0]
    fine = 2 * slopes[2] - slopes[1]
    return (4 * fine - coarse) / 3


coef_iso = first_coefficient(keldysh)
assert abs(coef_iso - PI) < 2e-5
angle_set = np.arange(24) * PI / 24
rx_rel, ry_rel = 1.5, 0.7
r_mean, delta = (rx_rel + ry_rel) / 2, (rx_rel - ry_rel) / 2
coef_aniso = first_coefficient(
    lambda x: anisotropic(rx_rel * x, ry_rel * x), angle_set)
assert abs(coef_aniso - PI * r_mean) < 2e-5
coef_slab = first_coefficient(lambda x: slab(x, 0.15 * x))
assert abs(coef_slab - PI) < 2e-5

# The anisotropic sheet has an L^-4 term that the isotropic one lacks.
cubic_aniso = (-(r_mean**2 + delta**2 / 2) * S3 / 2
               + 15 * delta**2 * Z3 / 4)
quartic_aniso = -36 * r_mean * delta**2 * Z4
quartic_values = []
for x in (0.02, 0.01):
    energy = finite_size(
        1.0, anisotropic(rx_rel * x, ry_rel * x), angle_set)
    quartic_values.append(
        (energy + c1 - PI * r_mean * x - cubic_aniso * x**2) / x**3)
quartic_found = 2 * quartic_values[1] - quartic_values[0]
assert abs(quartic_found / quartic_aniso - 1) < 0.02

# Higher terms: the remainder after three terms must follow r0^4/L^5.
remainder_ratios = []
for x in (0.01, 0.02):
    remainder = finite_size(1.0, keldysh(x)) - (
        -c1 + PI * x - S3 * x**2 / 2)
    remainder_ratios.append(remainder / (4.5 * S5 * x**4))
assert abs(remainder_ratios[0] - 1) < 0.01
assert abs(remainder_ratios[1] - 1) < 0.03


# Independent real-space road with the Struve-Neumann interaction.
def w_real(r, r0):
    return PI / (2 * r0) * (struve(0, r / r0) - y0(r / r0))


def area_deficit(interaction, scale):
    """Integral of (1/r - interaction) over the plane."""
    def piece(a, b):
        return quad(lambda r: 2 * PI * (1 - r * interaction(r)),
                    a * scale, b * scale, epsabs=1e-10, epsrel=1e-9,
                    limit=200)[0]
    inner = sum(piece(a, b) for a, b in
                ((0, 1), (1, 10), (10, 100), (100, 400)))
    outer = inner + piece(400, 800)
    return 2 * outer - inner


r_test = 0.05
deficit = area_deficit(lambda r: w_real(r, r_test), r_test)
assert abs(deficit / (2 * PI * r_test) - 1) < 1e-5
tail_ratio = (1 / 30 - w_real(30.0, 1.0)) * 30**3
assert abs(tail_ratio - (1 - 9 / 30**2)) < 5e-4
shells, counts = np.unique(n_squared[disc], return_counts=True)
shell_r = np.sqrt(shells)
image_part = 0.5 * (np.sum(counts * (w_real(shell_r, r_test) - 1 / shell_r))
                    - 2 * PI * r_test**2 / 200)
real_shift = image_part + 0.5 * deficit
reciprocal_shift = finite_size(1.0, keldysh(r_test)) - bare_energy
assert abs(real_shift - reciprocal_shift) < 5e-7

# Raised charge: copies give pi*r0, the background gives 2*pi*height.
h_test = 0.5
coef_copies = first_coefficient(lambda x: raised(x, h_test * x))
coef_background = area_deficit(
    lambda r: 1 / np.sqrt(r * r + h_test**2), h_test)
coef_raised = coef_copies + coef_background
assert abs(coef_raised - PI * (1 + 2 * h_test)) < 1e-4


# Opposite regime: cell much smaller than the screening length.
def small_cell(cell, r0):
    return ((np.log(cell / (2 * PI * r0)) + C_log / (2 * PI)) / (2 * r0)
            - cell * S3 / (8 * PI**2 * r0**2))


small_exact = finite_size(1.0, keldysh(10.0))
small_error = abs(small_exact - small_cell(1.0, 10.0))
assert small_error < 2e-5

# Worked example, lengths in nm and energies in eV.
coulomb = constants.e / (4 * PI * constants.epsilon_0) * 1e9
r0 = 4.0


def model(cell):
    return coulomb * finite_size(cell, keldysh(r0))


def two_terms(cell):
    return coulomb * (-c1 / cell + PI * r0 / cell**2)


print("LATTICE CONSTANTS AND TESTS (dimensionless)")
print(f"c1 = {c1:.6f}, S3 = {S3:.5f}, S5 = {S5:.5f}, C = {C_log:.5f}")
print(f"S3/2 = {S3/2:.5f}, 9*S5/2 = {4.5*S5:.4f}, pi = {PI:.6f}")
print(f"Z3 = {Z3:.5f}, Z4 = {Z4:.5f}")
print(f"-dE*L/q^2 at r0=0, from the definition: {-bare_energy:.6f}")
print(f"L^-2 coefficient / r0, isotropic: {coef_iso:.6f}")
print(f"same, rx={rx_rel} r0, ry={ry_rel} r0: {coef_aniso:.6f}"
      f" (pi*{r_mean:.1f} = {PI*r_mean:.6f})")
print(f"L^-4 coefficient / r0^3, same sheet: found {quartic_found:.3f}, "
      f"formula {quartic_aniso:.3f}")
print(f"L^-2 coefficient / r0, slab with matched r0: {coef_slab:.6f}")
print(f"same, charge raised by 0.5 r0: {coef_raised:.5f}"
      f" (2*pi = {2*PI:.5f})")
print("remainder / (r0^4 term) at r0/L=0.01, 0.02: "
      f"{remainder_ratios[0]:.4f}, {remainder_ratios[1]:.4f}")
print(f"area deficit / (2*pi*r0): {deficit/(2*PI*r_test):.7f}")
print(f"(1/R-W)*R^3/r0^2 at R=30 r0: {tail_ratio:.5f}")
print("r0-induced shift *L/q^2 at r0/L=0.05: real-space "
      f"{real_shift:.7f}, reciprocal {reciprocal_shift:.7f}")
print(f"  of this: images {image_part:.7f}, background {deficit/2:.7f}")
print(f"small-cell test, r0/L=10: dE*L/q^2 = {small_exact:.6f}, "
      f"formula {small_cell(1.0, 10.0):.6f}")

print("EXAMPLE: q = 1 e, r0 = "
      f"{r0:.1f} nm; e^2/(4 pi eps0) = {coulomb:.5f} eV nm")
print("L(nm)   model(eV)   1/L(eV)    r0(eV)  r0^2(eV)  two-term(eV)")
energies = {}
for cell in (3.0, 6.0, 12.0, 25.0, 50.0, 100.0, 200.0, 400.0):
    energies[cell] = model(cell)
    print(f"{cell:5.0f} {energies[cell]:11.6f} {-coulomb*c1/cell:10.6f}"
          f" {coulomb*PI*r0/cell**2:9.6f}"
          f" {-coulomb*S3*r0**2/(2*cell**3):9.6f}"
          f" {two_terms(cell):11.6f}")
assert abs(two_terms(200.0) - energies[200.0]) < 0.01 * abs(energies[200.0])

cancel_cell = PI * r0 / c1
one_percent_cell = brentq(
    lambda cell: abs(two_terms(cell) / model(cell) - 1) - 0.01,
    30.0, 200.0, xtol=1e-3)
print(f"2*pi*r0 = {2*PI*r0:.2f} nm; first two terms cancel at "
      f"L = {cancel_cell:.2f} nm")
print(f"two-term formula reaches 1% error at L = {one_percent_cell:.1f} nm")
for cell in (3.0, 6.0):
    print(f"small-cell formula at L = {cell:.0f} nm: "
          f"{coulomb*small_cell(cell, r0):.5f} eV")

slope = (energies[3.0] - energies[6.0]) / (1 / 3.0 - 1 / 6.0)
intercept = energies[6.0] - slope / 6.0
true_slope = -coulomb * c1
print(f"line through L=3, 6 nm: slope {slope:.4f} eV nm, "
      f"intercept error {intercept:.4f} eV")
print(f"true large-L slope {true_slope:.4f} eV nm; "
      f"ratio true/apparent {true_slope/slope:.2f}")

# Size of effects outside the ideal sheet, for the same screening length.
height, spread, thickness = 0.15, 0.30, 0.60
oxide = 3.9
environment = (1 + oxide) / 2
matched = 2 * r0 / thickness
slab_eps = (matched + np.sqrt(matched**2 + 4)) / 2
print(f"NEGLECTED EFFECTS: height {height:.2f} nm, spread {spread:.2f} nm, "
      f"thickness {thickness:.2f} nm")
print(f"oxide permittivity {oxide:.1f}, mean environment {environment:.2f}, "
      f"slab permittivity {slab_eps:.2f} (dimensionless)")
for cell in (6.0, 200.0):
    reference = energies[cell]
    oxide_energy = coulomb * finite_size(
        cell, lambda k, angle: 1 / (environment + r0 * k))
    raised_energy = coulomb * (finite_size(cell, raised(r0, height))
                               + 2 * PI * height / cell**2)
    spread_energy = coulomb * finite_size(
        cell, lambda k, angle: np.exp(-(spread * k)**2) / (1 + r0 * k))
    slab_energy = coulomb * finite_size(cell, slab(r0, thickness))
    print(f"changes of dE at L = {cell:.0f} nm (eV): "
          f"oxide {oxide_energy-reference:+.6f}, "
          f"height {raised_energy-reference:+.6f},")
    print(f"  lateral spread {spread_energy-reference:+.7f}, "
          f"sheet thickness {slab_energy-reference:+.7f}")

print("ALL CHECKS PASSED")
```

It prints:

```
LATTICE CONSTANTS AND TESTS (dimensionless)
c1 = 1.950132, S3 = 9.03362, S5 = 5.09026, C = 2.58498
S3/2 = 4.51681, 9*S5/2 = 22.9062, pi = 3.141593
Z3 = 2.86480, Z4 = 3.15121
-dE*L/q^2 at r0=0, from the definition: 1.950132
L^-2 coefficient / r0, isotropic: 3.141593
same, rx=1.5 r0, ry=0.7 r0: 3.455753 (pi*1.1 = 3.455752)
L^-4 coefficient / r0^3, same sheet: found -19.831, formula -19.966
L^-2 coefficient / r0, slab with matched r0: 3.141593
same, charge raised by 0.5 r0: 6.28319 (2*pi = 6.28319)
remainder / (r0^4 term) at r0/L=0.01, 0.02: 0.9979, 0.9915
area deficit / (2*pi*r0): 1.0000000
(1/R-W)*R^3/r0^2 at R=30 r0: 0.99026
r0-induced shift *L/q^2 at r0/L=0.05: real-space 0.1459238, reciprocal 0.1459238
  of this: images -0.0111559, background 0.1570796
small-cell test, r0/L=10: dE*L/q^2 = -0.187585, formula -0.187597
EXAMPLE: q = 1 e, r0 = 4.0 nm; e^2/(4 pi eps0) = 1.43996 eV nm
L(nm)   model(eV)   1/L(eV)    r0(eV)  r0^2(eV)  two-term(eV)
    3   -0.337193  -0.936041  2.010570 -3.854250    1.074529
    6   -0.237347  -0.468020  0.502642 -0.481781    0.034622
   12   -0.154304  -0.234010  0.125661 -0.060223   -0.108350
   25   -0.089423  -0.112325  0.028952 -0.006660   -0.083373
   50   -0.049733  -0.056162  0.007238 -0.000833   -0.048924
  100   -0.026375  -0.028081  0.001810 -0.000104   -0.026272
  200   -0.013601  -0.014041  0.000452 -0.000013   -0.013588
  400   -0.006909  -0.007020  0.000113 -0.000002   -0.006907
2*pi*r0 = 25.13 nm; first two terms cancel at L = 6.44 nm
two-term formula reaches 1% error at L = 63.3 nm
small-cell formula at L = 3 nm: -0.33943 eV
small-cell formula at L = 6 nm: -0.24556 eV
line through L=3, 6 nm: slope -0.5991 eV nm, intercept error -0.1375 eV
true large-L slope -2.8081 eV nm; ratio true/apparent 4.69
NEGLECTED EFFECTS: height 0.15 nm, spread 0.30 nm, thickness 0.60 nm
oxide permittivity 3.9, mean environment 2.45, slab permittivity 13.41 (dimensionless)
changes of dE at L = 6 nm (eV): oxide +0.103458, height +0.017904,
  lateral spread +0.0015332, sheet thickness -0.0009772
changes of dE at L = 200 nm (eV): oxide +0.007945, height +0.000033,
  lateral spread +0.0000001, sheet thickness -0.0000001
ALL CHECKS PASSED
```
